# Gauge covariance of the Schrödinger equation, part 1

(Sections cited here and not found follow in the second part.)

A spinless particle of mass $m$ and charge $q$ moves in prescribed real potentials $\mathbf A(\mathbf r,t)$ and $\phi(\mathbf r,t)$ and in a real binding potential $V(\mathbf r)$. Its wave function obeys

$$
i\,\partial_t\psi=H\psi,\qquad H=\frac{\boldsymbol\pi^2}{2m}+V+q\phi,\qquad \boldsymbol\pi=\mathbf p-q\mathbf A,\qquad \mathbf p=-i\nabla. \tag{1}
$$

Let $\chi(\mathbf r,t)$ be a real, single-valued, twice continuously differentiable function, and define

$$
\mathbf A'=\mathbf A+\nabla\chi,\qquad \phi'=\phi-\partial_t\chi,\qquad \psi'=U\psi,\qquad U=e^{iq\chi}. \tag{2}
$$

A prime on $H$ or $\boldsymbol\pi$ means the operator built from the primed potentials. A prime on a density or an expectation value means that it is computed from $\psi'$ with the primed operators. Then four statements hold.

(a) The fields are unchanged: $\mathbf E'=\mathbf E$ and $\mathbf B'=\mathbf B$.

(b) For any function $\psi$, $(i\partial_t-H')\,U\psi=U\,(i\partial_t-H)\,\psi$. Hence $\psi$ solves the equation with $H$ if and only if $\psi'$ solves the equation with $H'$.

(c) The density $\rho=|\psi|^2$ and the current $\mathbf j=\mathrm{Re}(\psi^*\boldsymbol\pi\psi)/m$ are unchanged at every point, and the mean kinetic momentum is unchanged: $\langle\boldsymbol\pi\rangle'=\langle\boldsymbol\pi\rangle$.

(d) The mean canonical momentum shifts: $\langle\mathbf p\rangle'=\langle\mathbf p\rangle+q\langle\nabla\chi\rangle$.

Two points of wording need care. The operator $\boldsymbol\pi$ is not invariant, since $\boldsymbol\pi'=\boldsymbol\pi-q\nabla\chi$ is a different operator; it is covariant, $\boldsymbol\pi'=U\boldsymbol\pi U^\dagger$, and what is invariant is its expectation value when each operator is taken in its own state. And $\langle\mathbf p\rangle$ fails to be invariant in general but not in every case: by (d) it is unchanged exactly when $q\langle\nabla\chi\rangle=0$, which can happen for a $\chi$ that is far from constant.

## Conventions and the fields

The units are Hartree atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, so that an electron has $m=1$ and $q=-1$. The symbols $m$ and $q$ are kept in the formulas so that signs can be traced. The vector potential carries no factor $1/c$: the fields are

$$
\mathbf E=-\nabla\phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A, \tag{3}
$$

and $q\mathbf A$ is a momentum. Since $q\nabla\chi$ is then a momentum, $q\chi$ is an action, and with $\hbar=1$ it is a pure number that can stand as a phase. The potentials are classical, given functions; $\mathbf A$ is continuously differentiable. The operator $\mathbf p$ is the canonical momentum and $\boldsymbol\pi$ is the kinetic momentum. The square means $\boldsymbol\pi^2=\sum_k\pi_k\pi_k$ with $\pi_k=-i\partial_k-qA_k$, each factor acting on everything to its right.

Statement (a) involves no quantum mechanics, and both derivations share it. For the magnetic field,

$$
\mathbf B'=\nabla\times\mathbf A+\nabla\times\nabla\chi=\mathbf B,
$$

because each component of $\nabla\times\nabla\chi$ has the form $\partial_a\partial_b\chi-\partial_b\partial_a\chi$, and mixed second derivatives of a twice continuously differentiable function are equal. For the electric field,

$$
\mathbf E'=-\nabla(\phi-\partial_t\chi)-\partial_t(\mathbf A+\nabla\chi)=\mathbf E+\nabla\partial_t\chi-\partial_t\nabla\chi=\mathbf E,
$$

for the same reason. The opposite signs of $\chi$ in $\mathbf A'$ and $\phi'$ are what make the last two terms cancel.

Expectation values are $\langle O\rangle=\int\psi^*O\psi\,d^3r$ with $\int\rho\,d^3r=1$. Wherever an integral over all space appears, $\psi$ is assumed to fall off fast enough that the integral exists and that the integral of a divergence, which equals a surface term at infinity, is zero. For a $\chi$ that grows at large distance this includes the existence of $\langle\nabla\chi\rangle$ and $\langle\partial_t\chi\rangle$. The local statements, (b) and the invariance of $\rho$ and $\mathbf j$, need no such assumption.

## First derivation: moving the phase factor through the operators

### The space derivatives

Let $f$ be any differentiable function. The chain rule gives $\partial_kU=iq(\partial_k\chi)U$, and the product rule gives

$$
p_k(Uf)=-i(\partial_kU)f-iU\partial_kf=U\,[\,q(\partial_k\chi)f+p_kf\,], \tag{4}
$$

where $-i\cdot i=+1$ fixes the sign of the first term. Now subtract $qA'_kUf$, with $A'_k=A_k+\partial_k\chi$. Multiplication by functions of position commutes with multiplication by $U$, so

$$
\pi'_k(Uf)=U\,[\,q(\partial_k\chi)f+p_kf-qA_kf-q(\partial_k\chi)f\,]=U\,\pi_kf. \tag{5}
$$

The term produced by differentiating the phase is cancelled by the term added to the vector potential. With the opposite sign in the exponent, $e^{-iq\chi}$, the two terms would add up to $-2q\,\partial_k\chi$. The sign in $U$ is therefore tied to the sign in $\boldsymbol\pi=\mathbf p-q\mathbf A$, and for an electron the factor is $U=e^{-i\chi}$.

Because $\chi$ is real, $U^*U=1$, so multiplication by $U$ is a unitary operator with $U^\dagger=U^*=U^{-1}$. Putting $f=U^\dagger g$ in (5) gives $\pi'_kg=U\pi_kU^\dagger g$ for any $g$, which is the operator statement of covariance.

Equation (5) holds for any $f$, so it may be used twice, first with $f=\psi$ and then with $f=\pi_k\psi$:

$$
\pi'_k\pi'_k(U\psi)=\pi'_k\,(U\,\pi_k\psi)=U\,\pi_k\pi_k\psi .
$$

Summing over $k$,

$$
\boldsymbol\pi'^2\,U\psi=U\,\boldsymbol\pi^2\psi. \tag{6}
$$

There is no need to expand the square. One who does expand it must keep the order of the factors, $\boldsymbol\pi^2\psi=-\nabla^2\psi+iq\nabla\cdot(\mathbf A\psi)+iq\mathbf A\cdot\nabla\psi+q^2A^2\psi$, where the second term contains $iq(\nabla\cdot\mathbf A)\psi$. Dropping that piece is allowed only when $\nabla\cdot\mathbf A=0$, and a gauge change destroys this condition unless $\nabla^2\chi=0$.

### The time derivative

In the same way $\partial_tU=iq(\partial_t\chi)U$, and

$$
i\partial_t(U\psi)=i\cdot iq(\partial_t\chi)U\psi+U\,i\partial_t\psi=U\,[\,-q(\partial_t\chi)\psi+i\partial_t\psi\,].
$$

Subtract $q\phi'U\psi=U\,[\,q\phi-q\,\partial_t\chi\,]\psi$:

$$
(i\partial_t-q\phi')\,U\psi=U\,[\,-q(\partial_t\chi)\psi+i\partial_t\psi-q\phi\psi+q(\partial_t\chi)\psi\,]=U\,(i\partial_t-q\phi)\psi. \tag{7}
$$

### The equation of motion

The binding potential acts by multiplication, so $VU\psi=UV\psi$. Writing $i\partial_t-H'=(i\partial_t-q\phi')-\boldsymbol\pi'^2/2m-V$ and using (7), (6) and this remark term by term,

$$
(i\partial_t-H')\,U\psi=U\Big[(i\partial_t-q\phi)-\frac{\boldsymbol\pi^2}{2m}-V\Big]\psi=U\,(i\partial_t-H)\,\psi. \tag{8}
$$

This is (b). If $\psi$ solves (1), the right side is zero and $\psi'$ solves the primed equation. If $\psi'$ solves the primed equation, the left side is zero, and multiplying by $U^*$ shows that $\psi$ solves (1).

The Hamiltonian on its own does not pass through $U$ so simply. From (6) and $q\phi'=q\phi-q\,\partial_t\chi$,

$$
H'U\psi=U\,(H-q\,\partial_t\chi)\,\psi,\qquad\text{that is}\qquad H'=UHU^\dagger-q\,\partial_t\chi. \tag{9}
$$

The covariant object is $i\partial_t-H$, and $H$ is covariant only when $\chi$ does not depend on time.

### Density and current

Since $|U|=1$, $\rho'=|U\psi|^2=\rho$ at every point and time. Every average of a function of position, $\langle f(\mathbf r)\rangle=\int f\rho\,d^3r$, is therefore invariant.

The current is found from the time derivative of $\rho$. Equation (1) gives $\partial_t\psi=-iH\psi$ and, by complex conjugation, $\partial_t\psi^*=+i(H\psi)^*$. With $z=\psi^*H\psi$,

$$
\partial_t\rho=\psi^*\partial_t\psi+\psi\,\partial_t\psi^*=-iz+iz^*=2\,\mathrm{Im}\,z .
$$

The part $(V+q\phi)|\psi|^2$ of $z$ is real and drops out, which leaves

$$
\partial_t\rho=\frac1m\sum_k\mathrm{Im}\,(\psi^*\pi_k\pi_k\psi). \tag{10}
$$

To write the right side as a divergence, set $u_k=\pi_k\psi$. The definition $\pi_kf=-i\partial_kf-qA_kf$, solved for the derivative, reads $\partial_kf=i(\pi_kf+qA_kf)$. Applied to $f=u_k$ it gives $\partial_ku_k=i(\pi_ku_k+qA_ku_k)$. Applied to $f=\psi$ and conjugated, with $A_k$ real, it gives $\partial_k\psi^*=-i(u_k^*+qA_k\psi^*)$. Then, for each $k$ separately,

$$
\partial_k(\psi^*u_k)=-i|u_k|^2-iqA_k\psi^*u_k+i\psi^*\pi_ku_k+iqA_k\psi^*u_k=-i|u_k|^2+i\,\psi^*\pi_k\pi_k\psi. \tag{11}
$$

Take the real part. The first term is purely imaginary, and $\mathrm{Re}(iw)=-\mathrm{Im}\,w$ for any complex $w$, so $\partial_k\,\mathrm{Re}(\psi^*\pi_k\psi)=-\mathrm{Im}(\psi^*\pi_k\pi_k\psi)$. Inserting this in (10) gives the continuity equation

$$
\partial_t\rho+\nabla\cdot\mathbf j=0,\qquad \mathbf j=\frac1m\,\mathrm{Re}(\psi^*\boldsymbol\pi\psi)=\frac1m\,\mathrm{Im}(\psi^*\nabla\psi)-\frac qm\,\mathbf A\rho. \tag{12}
$$

The last form uses $\mathrm{Re}(-iw)=\mathrm{Im}\,w$. This $\mathbf j$ is the probability current; the charge current is $q\mathbf j$. The continuity equation alone fixes $\mathbf j$ only up to a field without divergence, and (12) is the form that the calculation delivers with nothing added.

Invariance follows from (5) with $f=\psi$:

$$
\psi'^*\,\boldsymbol\pi'\psi'=\psi^*U^*\,U\,\boldsymbol\pi\psi=\psi^*\boldsymbol\pi\psi. \tag{13}
$$

The real part divided by $m$ gives $\mathbf j'=\mathbf j$ at every point. The two pieces of $\mathbf j$ in (12) are not separately invariant. Call them the gradient part $\mathbf j_\nabla=\mathrm{Re}(\psi^*\mathbf p\psi)/m$ and the potential part $\mathbf j_A=-q\mathbf A\rho/m$. From (4),

$$
\psi'^*\mathbf p\psi'=\psi^*\mathbf p\psi+q\rho\nabla\chi, \tag{14}
$$

so $\mathbf j_\nabla'=\mathbf j_\nabla+(q/m)\rho\nabla\chi$, while $\mathbf j_A'=\mathbf j_A-(q/m)\rho\nabla\chi$. These pieces are called the paramagnetic and diamagnetic currents. Only their sum has a meaning independent of the gauge. It is an error to carry the field-free formula $\mathbf j=\mathrm{Im}(\psi^*\nabla\psi)/m$ into a problem with a vector potential. By (12) it leaves the residual $\partial_t\rho+\nabla\cdot\mathbf j_\nabla=(q/m)\nabla\cdot(\mathbf A\rho)$, which is not zero in general.

### Expectation values

Integrating (13) over space gives $\langle\boldsymbol\pi\rangle'=\langle\boldsymbol\pi\rangle$, which completes (c). This average is real: the imaginary part of $\psi^*\pi_k\psi$ is $\mathrm{Im}(-i\psi^*\partial_k\psi)=-\mathrm{Re}(\psi^*\partial_k\psi)=-\tfrac12\partial_k\rho$, whose integral is a vanishing surface term. Hence

$$
\langle\boldsymbol\pi\rangle=m\int\mathbf j\,d^3r. \tag{15}
$$

Integrating (14) gives (d),

$$
\langle\mathbf p\rangle'=\langle\mathbf p\rangle+q\int\rho\,\nabla\chi\,d^3r=\langle\mathbf p\rangle+q\langle\nabla\chi\rangle. \tag{16}
$$

The operator $\mathbf p=-i\nabla$ is the same in both gauges, and its average changes because the state changes. The operator $\boldsymbol\pi$ changes by $-q\nabla\chi$, and its average stays fixed because this change undoes the change of the state. Mixing the gauges, for example by evaluating the old $\boldsymbol\pi$ in the new state, gives $\langle\boldsymbol\pi\rangle+q\langle\nabla\chi\rangle$, which differs from the mean kinetic momentum of the original motion unless $q\langle\nabla\chi\rangle=0$. It belongs to a different physical state, in which the particle has been given a kick while $\mathbf A$ was held fixed.

The energies split in the same way. Multiplying (6) by $\psi'^*$ and integrating shows that $\langle\boldsymbol\pi^2\rangle$ is invariant, and so is $\langle V\rangle$. The mechanical energy $\langle\boldsymbol\pi^2/2m+V\rangle$ is therefore invariant. Doing the same with (9) gives

$$
\langle H\rangle'=\langle H\rangle-q\langle\partial_t\chi\rangle. \tag{17}
$$

### Which momentum describes the motion

The mean position is invariant, so its rate of change is too. Using (12) and the identity $\nabla\cdot(x_k\mathbf j)=j_k+x_k\nabla\cdot\mathbf j$,

$$
\frac{d}{dt}\langle x_k\rangle=\int x_k\,\partial_t\rho\,d^3r=-\int x_k\nabla\cdot\mathbf j\,d^3r=\int j_k\,d^3r-\int\nabla\cdot(x_k\mathbf j)\,d^3r .
$$

The last integral is a surface term and vanishes. With (15),

$$
m\,\frac{d\langle\mathbf r\rangle}{dt}=\langle\boldsymbol\pi\rangle=\langle\mathbf p\rangle-q\langle\mathbf A\rangle. \tag{18}
$$

Mass times mean velocity is $\langle\boldsymbol\pi\rangle$. The canonical momentum equals it only when $q\langle\mathbf A\rangle=0$. For a normalizable stationary state in static potentials $\rho$ does not depend on time, the left side of (18) is zero, and $\langle\mathbf p\rangle=q\langle\mathbf A\rangle$: a particle whose density is at rest can be given any mean canonical momentum by adding a constant vector to $\mathbf A$.

## Second derivation: amplitude and phase

The second road does not compare a primed with an unprimed equation at the start. It rewrites the Schrödinger equation as two real equations and reads off which combinations of the phase and the potentials occur in them.

### The two real equations

In a neighbourhood of a point where $\psi\neq0$, write

$$
\psi=R\,e^{iS},\qquad R=|\psi|>0,\quad S\ \text{real}. \tag{19}
$$

If $\psi$ is twice continuously differentiable in space and once in time, so are $R$ and $S$ in that neighbourhood. The phase is fixed only up to a constant multiple of $2\pi$, which does not affect its derivatives. Indeed $\nabla\psi/\psi=\nabla R/R+i\nabla S$, so $\nabla S=\mathrm{Im}(\nabla\psi/\psi)$, and likewise $\partial_tS=\mathrm{Im}(\partial_t\psi/\psi)$; both are single-valued wherever $\psi\ne0$. Define

$$
\mathbf w=\nabla S-q\mathbf A,\qquad w_0=\partial_tS+q\phi. \tag{20}
$$

For any function $g$, differentiating the product $g\,e^{iS}$ gives

$$
\pi_k(g\,e^{iS})=-i(\partial_kg)e^{iS}+(\partial_kS)\,g\,e^{iS}-qA_k\,g\,e^{iS}=e^{iS}(-i\partial_kg+w_kg). \tag{21}
$$

With $g=R$ this is $\pi_k\psi=e^{iS}(-i\partial_kR+w_kR)$. With $g=-i\partial_kR+w_kR$ it gives the second application,

$$
\pi_k\pi_k\psi=e^{iS}\big[-\partial_k^2R-i\,\partial_k(w_kR)-i\,w_k\partial_kR+w_k^2R\big].
$$

Expanding $\partial_k(w_kR)=R\,\partial_kw_k+w_k\partial_kR$ and summing over $k$,

$$
\boldsymbol\pi^2\psi=e^{iS}\big[-\nabla^2R+w^2R-i\,(2\,\mathbf w\cdot\nabla R+R\,\nabla\cdot\mathbf w)\big],\qquad w^2=\mathbf w\cdot\mathbf w. \tag{22}
$$

The time derivative is $i\partial_t\psi=e^{iS}(i\,\partial_tR-R\,\partial_tS)$. Subtracting $H\psi$ and sorting real from imaginary terms inside the bracket,

$$
(i\partial_t-H)\psi=e^{iS}\,(-F+iG), \tag{23}
$$

$$
F=R\,w_0+\frac{w^2}{2m}R+VR-\frac{\nabla^2R}{2m},\qquad G=\partial_tR+\frac{2\,\mathbf w\cdot\nabla R+R\,\nabla\cdot\mathbf w}{2m}. \tag{24}
$$

The signs arise as follows. The terms $-R\,\partial_tS$ and $-q\phi R$ combine into $-Rw_0$. The real part of (22), divided by $2m$ and subtracted, contributes $+\nabla^2R/2m-w^2R/2m$. The imaginary part of (22) carries $-i$, and subtracting it turns this into $+i$, so that it adds to $i\,\partial_tR$.

Since $F$ and $G$ are real and $e^{iS}\neq0$, the Schrödinger equation is equivalent to the pair $F=0$, $G=0$. Multiply $G=0$ by $2R$. Then $2R\,\partial_tR=\partial_t\rho$, and $2R\,\mathbf w\cdot\nabla R+R^2\nabla\cdot\mathbf w=\nabla\cdot(R^2\mathbf w)$, so

$$
\partial_t\rho+\nabla\cdot\Big(\rho\,\frac{\mathbf w}{m}\Big)=0. \tag{25}
$$

This is the continuity equation with $\mathbf j=\rho\mathbf w/m$. It agrees with (12), because (21) gives $\psi^*\boldsymbol\pi\psi=-iR\nabla R+\rho\mathbf w$, whose real part is $\rho\mathbf w$. The vector $\mathbf w/m$ is the local velocity of the probability flow. Dividing $F=0$ by $R$ gives

$$
\partial_tS+q\phi+\frac{(\nabla S-q\mathbf A)^2}{2m}+V-\frac{\nabla^2R}{2mR}=0, \tag{26}
$$

which is the classical Hamilton-Jacobi equation of a charged particle with one extra term that depends on the amplitude alone. Equations (25) and (26) are the Madelung form of the Schrödinger equation.

### Reading off the invariance

The phase and the potentials enter $F$ and $G$ only through $\mathbf w$ and $w_0$. Under (2), $\psi'=R\,e^{i(S+q\chi)}$, so $R'=R$ and $S'=S+q\chi$. Then

$$
\mathbf w'=\nabla S+q\nabla\chi-q\mathbf A-q\nabla\chi=\mathbf w,\qquad w_0'=\partial_tS+q\,\partial_t\chi+q\phi-q\,\partial_t\chi=w_0. \tag{27}
$$

Therefore $F'=F$ and $G'=G$. Equation (23), written for the primed quantities, gives

$$
(i\partial_t-H')\psi'=e^{iS'}(-F+iG)=e^{iq\chi}\,(i\partial_t-H)\psi,
$$

which is (b) at every point where $\psi\neq0$.

The zeros of $\psi$ need their own argument, because $S$ is undefined there. Let $D=(i\partial_t-H')U\psi-U(i\partial_t-H)\psi$. Under the smoothness assumed for $\psi$, and with $V$ and $\phi$ continuous, $D$ is a continuous function of $(\mathbf r,t)$. A point where $\psi=0$ is of one of two kinds. Either every neighbourhood of it contains points with $\psi\neq0$, where $D=0$, and then $D=0$ at the point by continuity. Or $\psi$ vanishes in a whole neighbourhood, and then both terms of $D$ are zero. So (b) holds everywhere. An isolated point where $V$ is singular, such as a nucleus, is left out, as it is in any pointwise reading of (1).

For the current, $\rho'=R'^2=\rho$ and $\mathbf j'=\rho'\mathbf w'/m=\mathbf j$ where $\psi\ne0$. At a zero of $\psi$ the definition $\mathrm{Re}(\psi^*\boldsymbol\pi\psi)/m$ gives zero in both gauges. The product $\rho\nabla S=\mathrm{Im}(\psi^*\nabla\psi)$ tends to zero at a node even if $\nabla S$ grows without bound there, so integrals of $\rho\nabla S$ are well defined when the integrand is set to zero at the nodes.

For the averages, $\psi^*\boldsymbol\pi\psi=-\tfrac i2\nabla\rho+\rho\mathbf w$ and $\psi^*\mathbf p\psi=-\tfrac i2\nabla\rho+\rho\nabla S$, the second being the first with $\mathbf A$ set to zero. The gradient terms integrate to zero, leaving

$$
\langle\boldsymbol\pi\rangle=\int\rho\,(\nabla S-q\mathbf A)\,d^3r,\qquad\langle\mathbf p\rangle=\int\rho\,\nabla S\,d^3r. \tag{28}
$$

The first is an integral of invariant quantities, which is (c). In the second, $\nabla S'=\nabla S+q\nabla\chi$ gives $\langle\mathbf p\rangle'=\langle\mathbf p\rangle+q\langle\nabla\chi\rangle$, which is (d). The mean canonical momentum is the average slope of the phase, and a local phase change alters exactly that slope.

The energy is treated in the same way. For a solution, $\psi^*H\psi=\psi^*\,i\partial_t\psi=\tfrac i2\partial_t\rho-\rho\,\partial_tS$. The first term integrates to zero because the norm is constant, by (25). So $\langle H\rangle=-\int\rho\,\partial_tS\,d^3r$, and $\partial_tS'=\partial_tS+q\,\partial_t\chi$ reproduces (17). The mechanical energy is $\langle H\rangle-q\langle\phi\rangle=-\int\rho\,w_0\,d^3r$ and is invariant by (27).

Statements (a) to (d) are now established, with (b), (c) and (d) each reached by two derivations. It remains to show that the potentials must change as in (2), to compare what the derivations assume and where the result fails, and to test it on one electron in three gauges.
